# Knight Shift and Sample Shape in Muon Spin Rotation

## The argument under review

The submitted argument concerns a paramagnetic metal with one localized moment per tetragonal cell. The sample is a single-crystal disc of radius 5.0 mm and thickness 0.5 mm, with the $c$ axis along its normal. A field $B_0=0.60$ T is applied along that normal, and a narrow muon beam stops at the centre. The authors measure the relative frequency shift

$$s=\frac{f-f_0}{f_0},\qquad f_0=\bar\gamma B_0,$$

where $\bar\gamma=135.539$ MHz/T and $f_0=81.323$ MHz. They plot it against $x=m/(\mu_B B_0)$, where $m$ is the induced moment per cell:

| $T$ (K) | $x$ (1/T) | $s$ (ppm) |
|---|---|---|
| 80 | 0.025102 | −855.5 |
| 100 | 0.020095 | −668.9 |
| 150 | 0.013409 | −419.7 |
| 200 | 0.010062 | −295.0 |
| 300 | 0.006711 | −170.1 |

The points lie on a straight line of slope $-0.0373$ T/$\mu_B$. The authors call $s$ the Knight shift and the slope the coupling constant, and conclude that the moments produce a field at the muon opposite to their own direction. They defend the absence of any shape correction in three ways:

1. The susceptibility is only about $3\times10^{-3}$, so bulk magnetization is negligible.
2. The normal component of $\mathbf B$ is continuous across the face of a plate, so the mean field inside is $B_0$ and there is nothing to correct.
3. A bulk artefact would spoil the straight line.

Does the slope measure the coupling, and do these defences hold? The data are those of a model crystal with known couplings, so the question has a definite answer.

## What field the muon feels

The precession frequency follows $|\mathbf B|$ at the muon. If the sample adds $b_\parallel$ along the applied field and $b_\perp$ across it, then

$$|\mathbf B|=\sqrt{(B_0+b_\parallel)^2+b_\perp^2}\simeq B_0+b_\parallel+\frac{b_\perp^2}{2B_0}.$$

Transverse fields enter at second order. At the body centre of the tetragonal cell, with the field along $c$ and the muon at the centre of the disc, $b_\perp$ vanishes by symmetry.

Let all moments $m$ point along $z$, the field direction. Their dipole field at the muon is

$$B_{\rm dip}=\frac{\mu_0 m}{4\pi}\sum_j\frac{3z_j^2-r_j^2}{r_j^5}.$$

Draw a sphere around the muon, large compared with a cell and small compared with the sample. With cell volume $v$ and magnetization $M=m/v$, the moments inside it give

$$B_{\rm near}=\mu_0 M D,\qquad D=\frac{v}{4\pi}\sum_{\rm sphere}\frac{3z_j^2-r_j^2}{r_j^5}.$$

The radius does not matter once it is large: a further spherical shell acts as a continuum, and the angular average of $3\cos^2\theta-1$ is zero.

The moments outside the sphere can be replaced by a uniform magnetization. Its divergence vanishes in the bulk, so its field comes from surface charges $\sigma=\mathbf M\cdot\mathbf n$, where $\mathbf n$ points out of the material. There are two surfaces.

**The cavity.** Here $\mathbf n=-\hat{\mathbf r}$, so $\sigma=-M\cos\theta$. A charge element at direction $\hat{\mathbf r}$ produces at the centre a field along $-\hat{\mathbf r}$, with $z$ component $-\sigma\cos\theta\,d\Omega/4\pi$. Therefore

$$H_{\rm Lor}=\frac{M}{4\pi}\int\cos^2\theta\,d\Omega=\frac{M}{2}\int_{-1}^{1}u^2\,du=\frac M3 .$$

**The outer surface.** Its field defines the demagnetizing factor, $H_{\rm dem}=-NM$.

The muon also feels a contact field from the spin density at its site. I write it as $A_c m/\mu_B+K_0B_0$. The first part follows the local moments. The second is a constant conduction-electron part, whose own small magnetization is neglected in this model. Adding everything,

$$B_\mu-B_0=\mu_0M\left(D+\tfrac13-N\right)+\frac{A_c m}{\mu_B}+K_0B_0 .$$

Now divide by $B_0=\mu_0H_0$. Define $\chi_{\rm app}=M/H_0$ and note that

$$\chi_{\rm app}=\frac{m}{vH_0}=\frac{\mu_0 m}{vB_0}=\lambda x,\qquad \lambda=\frac{\mu_0\mu_B}{v}.$$

The result is

$$s=K+\left(\tfrac13-N\right)\chi_{\rm app},\qquad K=K_0+Ax,\qquad A=A_c+\lambda D. \tag{1}$$

Here the Knight shift $K$ includes the near dipoles as well as the contact field. If the name is reserved for the contact part, $\lambda Dx$ must also be removed. In Gaussian units the SI susceptibility is $4\pi$ times the Gaussian one, so the correction reads $4\pi(\tfrac13-N)\chi_{\rm app}$.

## The three defences

**Small susceptibility.** Substituting $\chi_{\rm app}=\lambda x$ in (1) gives the slope that the authors measured:

$$\frac{ds}{dx}=A+\lambda\left(\tfrac13-N\right). \tag{2}$$

Apart from the constant $K_0$, which does not affect the slope, the Knight shift is itself proportional to the induced moment. A small $\chi$ therefore makes this part and the shape term small together. The proper comparison is between $|\tfrac13-N|\lambda$ and $|A|$. For the present cell, $v=80.0$ Å$^3$ and $\lambda=0.1457$ T/$\mu_B$. The shape term can thus reach about 0.1 T/$\mu_B$ in a wide plate. The raw slope is off by this amount whatever the coupling, and for a coupling of that size or less even its sign can be wrong.

**Continuity of $\mathbf B$.** It is true that the mean field inside a wide plate is $B_0$. But the muon samples one point of the cell, not its average. With $N=1$ the dipole field at that point is $\mu_0M(D-\tfrac23)$. At the body centre of a simple cubic lattice $D=0$, because the three axes are equivalent and the dipole tensor is traceless. The muon there feels $-\tfrac23\mu_0M$ although the mean added field is zero.

**The straight line.** The bias in (2) contains the cell volume and the shape, but not the temperature. The correction is proportional to $x$, so it tilts the line about its intercept and leaves it straight. Linearity cannot reveal it.

## An independent check of the Lorentz term

The factor $\tfrac13$ came from an imagined cavity, so it deserves a derivation without one. Build an infinite plate from square atomic planes with lattice constant $a$ and spacing $c$.

First put a charge $q$ on each site of one plane. Away from the plane the potential obeys Laplace's equation, so each in-plane wave vector $\mathbf G\neq0$ contributes $c_G e^{-G|z|}e^{i\mathbf G\cdot\boldsymbol\rho}$. The jump of the normal field must equal the Fourier component of the surface charge, $2Gc_G=q/a^2$. A dipole plane consists of two such planes of opposite charge, displaced by $d$ with $qd=m$, so its potential is $-(m/q)\,\partial_z$ of the charge potential. For $\mathbf G\ne0$ this gives

$$\phi=\frac{m\,{\rm sgn}(z)}{2a^2}\sum_{\mathbf G\neq0}e^{-G|z|}e^{i\mathbf G\cdot\boldsymbol\rho},\qquad
H_z=-\partial_z\phi=\frac{m}{2a^2}\sum_{\mathbf G\neq0}G\,e^{-G|z|}e^{i\mathbf G\cdot\boldsymbol\rho}.$$

The $\mathbf G=0$ part of the potential is constant on each side and gives no field. At the body centre the phase is $(-1)^{h+k}$ for $\mathbf G=(2\pi/a)(h,k)$, and the planes lie at distances $(p+\tfrac12)c$ on both sides. Dividing by $M=m/(a^2c)$,

$$\frac{H_z}{M}=c\sum_{p\ge0}\sum_{\mathbf G\ne0}(-1)^{h+k}\,G\,e^{-G(p+1/2)c}.$$

According to the cavity argument this must equal $D+\tfrac13-1=D-\tfrac23$. For the simple cubic lattice the sum gives $-0.666667$, as required by $D=0$. For the cell of the manuscript, $a=4.0$ Å and $c=5.0$ Å, it yields $D=0.22361$. A direct sum over dipoles filling a large sphere gives $0.22359$, in agreement.

## The sphere

Let a sphere of radius $R$ have susceptibility $\chi$, so that $M=\chi H_{\rm int}$. Take

$$\phi_{\rm in}=-H_{\rm int}\,r\cos\theta,\qquad \phi_{\rm out}=\left(-H_0r+\frac{pR^3}{r^2}\right)\cos\theta .$$

Continuity of $\phi$ at $r=R$ gives $p=H_0-H_{\rm int}$. Continuity of the normal component of $\mathbf B$ gives $H_0+2p=(1+\chi)H_{\rm int}$. Eliminating $p$,

$$3H_0=(3+\chi)H_{\rm int},\qquad M=\frac{\chi H_0}{1+\chi/3}.$$

For an ellipsoid with the field along a principal axis, $M=\chi(H_0-NM)$ gives

$$\chi_{\rm app}=\frac{\chi}{1+N\chi}.$$

Comparison shows that $N=\tfrac13$ for the sphere. The Lorentz and demagnetizing terms in (1) cancel, and $s=K$. The inner field is uniform, so the cancellation does not require a muon at the centre: the dipole sum at half the radius is $0.22356$, again equal to $D$ within the accuracy of the sum.

A sphere of the same crystal, with the field along $c$, would therefore have served the authors without correction. Its slope is $0.0526$ T/$\mu_B$. The sign is opposite to the one reported.

## The plate

A disc magnetized along its axis carries charge densities $\pm M$ on its faces. An area element $dA$ at distance $d$ from the muon, on a face at height $h$, contributes an axial field of size $M h\,dA/(4\pi d^3)$. This is $M/4\pi$ times the solid angle of the element. Both faces oppose $M$, so

$$N=\frac{\Omega_{\rm top}+\Omega_{\rm bottom}}{4\pi}.$$

At the centre, with $h=t/2$,

$$\Omega=\int_0^R\frac{2\pi h\rho\,d\rho}{(h^2+\rho^2)^{3/2}}=2\pi\left(1-\frac{h}{\sqrt{h^2+R^2}}\right),\qquad N=1-\frac{t}{\sqrt{t^2+4R^2}}.$$

For $t=0.5$ mm and $R=5.0$ mm this is $N=0.95006$. A disc is not an ellipsoid, so this is a local factor, and it presumes uniform $M$. The variation of $M$ caused by the uneven demagnetizing field is smaller than $M$ by a factor of order $\chi$.

The prediction for all dipoles together is $D+\tfrac13-N=-0.39312$. A direct sum over dipoles filling a disc of the same aspect ratio gives $-0.39312$. The manuscript's shifts were built from this direct sum, whereas the correction below uses the macroscopic factors and the plane sum.

## Recovering the coupling

At 100 K the plate has $\chi_{\rm app}=2.9274\times10^{-3}$. Its shift is made up as follows:

- constant contact part $K_0$: $+80.0$ ppm
- contact field of the moments: $+401.9$ ppm
- near dipoles: $+654.6$ ppm
- Lorentz term: $+975.8$ ppm
- demagnetizing term: $-2781.2$ ppm

The sum is $-668.9$ ppm, or $-54.40$ kHz. The first three entries form the Knight shift, $1136.5$ ppm. The last two add to $-1805.4$ ppm, which exceeds it in size and reverses the sign. In the sphere at the same temperature the shift is $1138.4$ ppm, or $+92.58$ kHz. The small difference from the plate's $K$ arises because the sphere is demagnetized less and has the slightly larger $\chi_{\rm app}=2.9327\times10^{-3}$.

For the slope, equation (2) gives

$$A=-0.0373-0.1457\left(\tfrac13-0.95006\right)\simeq-0.037+0.090=0.053\ {\rm T}/\mu_B .$$

A fit to the corrected shifts gives $A=0.0526$ T/$\mu_B$ (526 G/$\mu_B$), the same as the sphere. The near dipoles account for $\lambda D=0.1457\times0.22361=0.0326$ T/$\mu_B$, so

$$A_c=0.0526-0.0326=0.0200\ {\rm T}/\mu_B .$$

This is the contact coupling put into the model. The intercept returns $K_0=80.0$ ppm, but only because the model gives the conduction electrons no magnetization. In a real metal a temperature-independent susceptibility $\chi_0$ adds $(\tfrac13-N)\chi_0$ to the intercept. In this disc that is $-6$ ppm for $\chi_0=10^{-5}$ and $-62$ ppm for $\chi_0=10^{-4}$. The slope is unchanged. To recover $K_0$, the shape term must be formed with the total $M/H_0$, while $x$ refers to the local moments alone.

Two shortcuts would spoil the result. The first is to treat the disc as an infinite plate. Setting $N=1$ gives a slope of $0.0598$ T/$\mu_B$, too large by $(1-0.95006)\lambda=0.0073$ T/$\mu_B$. That is 14% of $A$, but 36% of $A_c$, because the whole error falls on the contact part. The second is to divide $K$ by $x$ at one temperature. At 100 K this gives $1136.5\times10^{-6}/0.020095=0.0566$ T/$\mu_B$, which contains $K_0/x=0.0040$ T/$\mu_B$. The slope is free of $K_0$.

## Turning the field into the plane

The authors might propose to identify the dipolar part by rotating the disc. Rotation changes both the site term and the shape term, and their traces determine how.

For uniform magnetization, the demagnetizing tensor is

$$N_{ij}=-\partial_i\partial_j\int\frac{d^3r'}{4\pi|\mathbf r-\mathbf r'|},$$

with the integral over the sample. Its trace at an interior point is 1, since $\nabla^2(1/|\mathbf r-\mathbf r'|)=-4\pi\delta(\mathbf r-\mathbf r')$. At the disc centre the two in-plane directions are equivalent, so $N_{\rm in}=(1-N)/2=0.02497$. The near-dipole tensor has zero trace term by term, and the fourfold axis through the body centre makes its two in-plane elements equal, so $D_{\rm in}=-D/2$. For isotropic $\chi$ and $A_c$ the in-plane slope is

$$\left(\frac{ds}{dx}\right)_{\rm in}=A_c+\lambda\left(-\frac D2+\frac13-\frac{1-N}{2}\right)=A_c-\frac\lambda2\left(D+\frac13-N\right).$$

The normal slope is $A_c+\lambda(D+\tfrac13-N)$. Their difference therefore contains only the combination $D+\tfrac13-N$ and cannot separate site from shape. Reading it as a pure site term would give $-0.393$ in place of $D=0.224$, with the wrong sign.

The average over three perpendicular directions is more useful, because the bracket cancels:

$$\frac13\left[\left(\frac{ds}{dx}\right)_{\rm normal}+2\left(\frac{ds}{dx}\right)_{\rm in}\right]=A_c .$$

With the raw slopes, $(-0.0373+2\times0.0486)/3=0.0200$ T/$\mu_B$. This route to the contact coupling needs neither $N$ nor $D$, but $x$ must be the value for each field direction. Counting one in-plane slope twice also presumes that the two in-plane directions are equivalent, which requires a muon site on a fourfold axis and a beam centred on the disc. At the site $(\tfrac12,0,\tfrac12)$ of the same cell, $D_{xx}=0.044$ and $D_{yy}=-0.563$, and the formula would return $0.0495$ or $-0.0095$ T/$\mu_B$ in place of $0.0200$. Such a site needs the slopes for both in-plane directions. If $A_c$ is anisotropic, the result is its average over the three directions.

## Conditions on the corrected analysis

**Beam spot.** Away from the disc axis the solid angle is

$$\Omega=\int_0^{2\pi}d\varphi\left(1-\frac{h}{\sqrt{h^2+\rho_e^2}}\right),\qquad \rho_e=-r\cos\varphi+\sqrt{R^2-r^2\sin^2\varphi},$$

where $\rho_e$ is the in-plane distance from the muon to the edge. At half the radius $N=0.93789$. With $M$ held at its central value, the line at 100 K is displaced from that at the centre by $(0.95006-0.93789)\times2.9274\times10^{-3}=35.6$ ppm. A wide beam spot broadens the line and requires $N$ averaged over the stopped muons.

**Susceptibility from another piece.** If $\chi_1=M/H_0$ was measured on a piece with factor $N_1$, solve $\chi_1=\chi/(1+N_1\chi)$ to obtain $\chi=\chi_1/(1-N_1\chi_1)$. Then form $\chi_{\rm app}$ with the factor of the muon sample. Here the relative difference between $\chi_1$ and $\chi$ is below 1%, but it grows with $\chi$.

**Anisotropy and muon disturbance.** Equation (1) holds for a field along a principal axis. For an oblique field the scalars $D$ and $N$ must be replaced by tensors, even if $\chi$ is isotropic. An anisotropic $\chi$ must then be treated as a tensor too, because it turns $\mathbf M$ away from $\mathbf B_0$. If the muon displaces its neighbours or changes their moments, $D$ and $A_c$ change. The shape correction still yields $K$, but if the changed moments follow a different temperature dependence from $m$, its slope is no longer a single coupling. If they stay proportional to $m$, the slope is the total coupling. Even then, subtracting the undisturbed $\lambda D$ no longer isolates the contact part.

## Recommendation

The measured frequencies can stand, but the reported coupling and its sign cannot. In this disc the total field of the moments at the muon is indeed opposite to them, but that direction is set by the shape of the sample; the coupling $A$ of the site is positive. The authors should state the sample dimensions, field direction and beam spot, correct each shift with (1), and refit the slope. A measurement on a sphere would test the correction. So would one on the same disc with the field in the plane, provided $A_c$ is isotropic and $D$ is calculated from the lattice. The two disc slopes alone cannot separate site from shape. For the model crystal the uncorrected slopes are $0.0526$ T/$\mu_B$ for the sphere and $0.0486$ T/$\mu_B$ for the disc with the field in the plane.

## Values computed for the example and the checks

```
Cell edges a, c: 4.0, 5.0 angstrom
Cell volume: 80.0 angstrom^3
Disc radius, thickness: 5.0, 0.5 mm
Effective moment: 3.0 mu_B
Chosen contact coupling: 0.0200 T/mu_B
Chosen constant shift K0: 80.0 ppm
Applied field: 0.60 T
Muon frequency per field: 135.539 MHz/T
Reference frequency: 81.323 MHz
mu0 mu_B / v: 0.1457 T/mu_B
Simple cubic infinite-plate sum: -0.666667 (dimensionless)
D along c, plane sum: 0.22361 (dimensionless)
Dipole sum, sphere centre: 0.22359 (dimensionless)
Dipole sum, sphere half radius: 0.22356 (dimensionless)
N, disc centre, field normal: 0.95006 (dimensionless)
N, disc half radius, field normal: 0.93789 (dimensionless)
N, disc centre, field in plane: 0.02497 (dimensionless)
Disc centre, normal, dipole sum: -0.39312 (dimensionless)
Disc centre, normal, D+1/3-N: -0.39312 (dimensionless)
Disc half radius, dipole sum: -0.38095 (dimensionless)
Disc half radius, D+1/3-N: -0.38095 (dimensionless)
Disc centre, in plane, dipole sum: 0.19656 (dimensionless)
Disc centre, in plane, -D/2+1/3-N: 0.19656 (dimensionless)
T [K] | chi [1e-3, SI] | plate x [1/T] | plate s, K; sphere s [ppm]
80 | 3.6695 | 0.025102 | -855.5, 1399.7; 1402.6
100 | 2.9356 | 0.020095 | -668.9, 1136.5; 1138.4
150 | 1.9570 | 0.013409 | -419.7, 785.0; 785.8
200 | 1.4678 | 0.010062 | -295.0, 609.0; 609.4
300 | 0.9785 | 0.006711 | -170.1, 432.8; 433.0
Detailed temperature: 100 K
Plate M/H0: 2.9274 1e-3 (SI)
Sphere M/H0: 2.9327 1e-3 (SI)
Plate contact term: 401.9 ppm
Plate near-dipole term: 654.6 ppm
Plate Lorentz term: 975.8 ppm
Plate demagnetizing term: -2781.2 ppm
Plate frequency shift: -54.40 kHz
Sphere frequency shift: 92.58 kHz
Line offset, half radius minus centre: 35.6 ppm
Raw plate slope, field normal: -0.0373 T/mu_B
Raw plate slope, field in plane: 0.0486 T/mu_B
Plate slope corrected with N = 1: 0.0598 T/mu_B
Plate slope corrected with finite N: 0.0526 T/mu_B
Sphere slope, uncorrected: 0.0526 T/mu_B
Near-dipole coupling: 0.0326 T/mu_B
Contact coupling from plate: 0.0200 T/mu_B
Contact coupling from sphere: 0.0200 T/mu_B
Contact coupling from rotation mean: 0.0200 T/mu_B
Recovered K0, plate and sphere: 80.0, 80.0 ppm
Total coupling from plate: 526 G/mu_B
```
